Adsorbate Coverages and Transition Pressures from a Lower Convex Hull

**Definitions and conventions**

A crystal surface offers one adsorption site per surface cell. A supercell contains n sites and N adsorbed molecules, so its coverage is θ = N/n. Let E be its total energy, E_clean the energy of the clean surface per site, and E_mol the energy of one isolated molecule. The formation energy per site is

ε = (E − n E_clean − N E_mol)/n.

Negative ε means that binding releases energy. Energies are static: vibrations enter later through a free energy f(T) per adsorbate. The gas chemical potential μ is measured from E_mol. Molecules adsorb intact, and their internal vibrations are taken to be the same on the surface and in the gas, so these cancel.

The example is ammonia on a square lattice of metal sites 0.30 nm apart, at 400 K and 0.1 Torr. The energies come from a model with round parameters: site energy e0 = −1.10 eV, repulsion V1 = 0.15 eV for each nearest-neighbour pair and V2 = 0.06 eV for each diagonal pair.

**The naive scheme and its fault**

A simple scheme computes the mean binding energy per molecule, ε/θ, for each structure and lets the structure appear when μ − f reaches that value. Suppose that cells of one and two sites have been computed. The best half-covered structure is a checkerboard. Each molecule has four diagonal neighbours and each pair is shared by two molecules, so there are two diagonal pairs per molecule, or one per site:

ε(1/2) = e0/2 + V2 = −0.55 + 0.06 = −0.49 eV.

The mean binding energy is −0.49/0.5 = −0.98 eV. With the gas formula derived below, this corresponds to 0.089 Torr at 400 K. The scheme therefore predicts half coverage at 0.1 Torr.

The surface exchanges molecules with the gas, so the quantity to minimise is not the energy but the grand potential. Per site it is

ω = ε + θf − μθ = ε − μ_s θ, with μ_s = μ − f.

At 400 K and 0.1 Torr, μ_s = −0.976 eV. A cell of four sites with one molecule has no neighbouring pairs and ε = e0/4 = −0.275 eV. Then

ω(0) = 0,
ω(1/4) = −0.275 + 0.976 × 0.25 = −0.031 eV,
ω(1/2) = −0.490 + 0.976 × 0.50 = −0.002 eV.

Quarter coverage wins. The mean binding energy locates the point where a structure beats the clean surface, but a third structure may already beat both. A sound scheme must compare all structures at once.

**From competition to a convex hull**

Two structures i and j have equal ω when ε_i − μ_s θ_i = ε_j − μ_s θ_j, which gives

μ_s = Δ_ij = (ε_j − ε_i)/(θ_j − θ_i).

This is the slope of the chord joining their points in the (θ, ε) plane. The chord also has a physical meaning. If a large surface has a fraction x in structure j and the rest in i, and the boundary energy is negligible, both coverage and energy are linear in x. The mixture lies on the chord.

Take three points a, b, c with θ_a < θ_b < θ_c. The slope from a to c is the weighted mean

Δ_ac = [(θ_b − θ_a)Δ_ab + (θ_c − θ_b)Δ_bc]/(θ_c − θ_a).

The height of b above the chord ac is ε_b − ε_a − Δ_ac(θ_b − θ_a) = (θ_b − θ_a)(Δ_ab − Δ_ac). Inserting the mean gives

height = (θ_b − θ_a)(θ_c − θ_b)(Δ_ab − Δ_bc)/(θ_c − θ_a).

The prefactor is positive. If Δ_ab > Δ_bc, b lies above the chord and a mixture of a and c beats it at every μ_s. If the slopes are equal, b lies on the chord and can tie with a and c at one value of μ_s, but has no interval of its own. If Δ_ab < Δ_bc, b survives this comparison. The algorithm follows:

1. Convert every supercell energy to (θ, ε) and keep the lowest ε at each coverage.
2. Sort by θ and add the points one at a time to a list.
3. Before adding a point, compare the slope between the last two listed points with the slope from the last one to the new point. While the first is not smaller than the second, delete the last listed point.
4. The surviving points are the vertices of the lower hull. Their successive slopes increase.

A vertex is stable while μ_s lies between the slopes on its left and right. A smaller μ_s favours fewer molecules and a larger one favours more.

Adding a constant and a term bθ to all energies changes every slope by b, so no comparison in step 3 changes. This is why f, if independent of coverage, leaves the sequence intact and turns the transition condition into μ = Δ + f.

**What a missing supercell does**

The hull is only as complete as the list of structures. If a missing structure b lies below a computed chord ac, the height formula gives Δ_ab < Δ_bc. Their weighted mean Δ_ac then lies between them. If a and c remain vertices and b is the only vertex between them, one false transition replaces two true ones and lies between their pressures. Here the false value 0.089 Torr replaces 0.0027 and 2.9 Torr.

More supercells can only lower the hull, so enumeration alone gives an upper bound. In this model a lower bound can also be proved. Divide the energy among the 2×2 squares of neighbouring sites, called plaquettes. There is one plaquette per site. Each site belongs to four plaquettes, each nearest-neighbour pair to two, and each diagonal pair to one. The energy per site is therefore the average over plaquettes of

u = m e0/4 + (V1/2)(nearest pairs) + V2 (diagonal pairs),

where m is the number of molecules in the plaquette. For m = 2 the choice is between a diagonal pair, costing V2, and an edge pair, costing V1/2. For V2 < V1/2 the diagonal is cheaper. The lowest interaction energies for m = 0 to 4 are

0, 0, V2, V1 + V2, 2V1 + 2V2.

Their increments are 0, V2, V1 and V1 + V2, which increase when 0 < V2 < V1/2. The five points thus form a convex function g(m/4). The average of u is at least the average of g, and for a convex function this is at least g at the average coverage. Hence ε ≥ g(θ) for every arrangement, however large its cell.

The bound is reached at all five points. Occupying sites with both coordinates even puts one molecule in each plaquette. The checkerboard puts a diagonal pair in each. Exchanging full and empty sites in the first pattern gives three in each. One extra molecule changes θ by 1/4 within a plaquette, so the increments are multiplied by four:

0 → 1/4: Δ = e0 = −1.10 eV
1/4 → 1/2: Δ = e0 + 4V2 = −0.86 eV
1/2 → 3/4: Δ = e0 + 4V1 = −0.50 eV
3/4 → 1: Δ = e0 + 4V1 + 4V2 = −0.26 eV

As V2 goes to zero the quarter-coverage window closes. If instead V2 > V1/2 > 0, edge pairs win at m = 2 and filled rows alternate with empty ones. The increments become 0, V1/2, V1/2 + V2 and V1 + V2. The vertex coverages stay the same, but the two middle slopes become e0 + 2V1 and e0 + 2V1 + 4V2.

Enumerating all 127 supercell shapes with up to 12 sites, 170334 configurations in all, gives the same five vertices. It also shows that all 47 sampled coverages lie on the hull, 42 of them on chords between vertices. Below θ = 1/4 the reason is plain: any arrangement without nearest or diagonal pairs has ε = e0 θ. Such ties are fragile, because a weak longer-ranged force can break them.

The vertices also need not be unique patterns. A 4×4 cell has 12 lowest arrangements at quarter coverage, 2 at half and 12 at three quarters. At quarter coverage, either alternate rows or alternate columns are empty. If alternate rows are empty, each occupied row may slide by one site without changing any counted pair, and the same holds for columns. There are 8 such patterns with rows, 8 with columns, and 4 belong to both sets, leaving 12. At one quarter and three quarters the model fixes the coverage but not the pattern; at half coverage the two arrangements are the same checkerboard, shifted by one site.

**From slope to pressure**

The slopes are energies; turning them into pressures requires the entropy of the gas. For N_g ideal-gas molecules in volume V, the partition function is q^N_g/N_g!. Along an edge of length L with periodic boundaries, the translational levels are h²j²/(2mL²), with m now the molecular mass and j any integer. For closely spaced levels the sum becomes an integral:

∫ exp[−h²j²/(2mL²kT)] dj = L√(2πmkT)/h = L/λ.

Three directions give V/λ³, so q = V q_rot/λ³. With Stirling's formula, F = −kT(N_g ln q − N_g ln N_g + N_g). Differentiating at fixed V and using V/N_g = kT/p,

μ = −kT ln(q/N_g) = −kT ln[kT q_rot/(pλ³)].

Ammonia is treated as a rigid symmetric top in one inversion well. Its levels are BJ(J+1) + (C−B)K², with K from −J to J and a further degeneracy 2J+1. In the classical limit, integrate first over J from |K| upward:

∫ 2J exp(−BJ²/kT) dJ = (kT/B) exp(−BK²/kT).

The exponent combines with that of (C−B)K² to leave exp(−CK²/kT), whose integral over K is √(πkT/C).

Identical protons reduce the result. Their 8 spin states divide into classes that acquire phases 1, w and w² under cyclic exchange, where w = exp(2πi/3). Let the classes contain n0, n1 and n1 states. Only the all-up and all-down states map onto themselves, so the trace of the exchange is 2. Since w + w² = −1, n0 − n1 = 2, while n0 + 2n1 = 8. Thus n0 = 4 and n1 = 2. A cyclic exchange is an even permutation, so the total state must be unchanged by it: levels with K divisible by 3 take 4 spin states, and the others take 2. Relative to the 8 states counted without this restriction, the average weight is (4 + 2 + 2)/(3 × 8) = 1/3. Therefore

q_rot = √π (kT)^(3/2)/(3B√C).

The geometry was computed by restricted Hartree–Fock theory in the 6-31G** basis, which omits electron correlation. It gives an N–H length of 0.1001 nm, B = 10.26 cm⁻¹ and C = 6.41 cm⁻¹. The larger cc-pVTZ basis shortens the bond by 0.0002 nm and raises B by 0.04 cm⁻¹ and C by 0.02 cm⁻¹. Adding correlation at the MP2 level in that basis lengthens the bond by about 0.001 nm and raises q_rot by 3 to 4% (3.0% with all electrons correlated, 3.8% with the nitrogen core frozen). At 400 K the classical q_rot is 105.4, while the explicit sum over levels is 106.2. A uniform 1% change of bond length would change q_rot by about 3%, since B and C scale as the inverse square of length.

On the surface, three translations and three rotations become six frustrated modes. Summing the levels of each oscillator gives

f = Σ [hν/2 + kT ln(1 − exp(−hν/kT))].

The chosen wavenumbers are 100, 100, 100, 350, 600 and 600 cm⁻¹, and f = −0.029 eV at 400 K. Setting the two expressions for μ equal and solving for p gives

p = (kT/λ³) q_rot exp[(Δ + f)/kT].

**Reading the example**

At 400 K, kT = 0.03447 eV and λ = 0.02115 nm. All factors except exp(Δ/kT) combine to 1.986 × 10¹¹ Torr. The first two transitions are

p(0 → 1/4) = 1.986 × 10¹¹ exp(−1.10/0.03447) = 2.7 × 10⁻³ Torr (0.37 Pa),
p(1/4 → 1/2) = 1.986 × 10¹¹ exp(−0.86/0.03447) = 2.9 Torr (390 Pa).

At 0.1 Torr the hull therefore selects quarter coverage. The formula puts the third transition at 1.0 × 10⁵ Torr. An ideal gas at that pressure has 0.42 nm³ per molecule, a cube with an edge of about 0.75 nm. Molecular interactions cannot be neglected there, so the number should be read as a fugacity, the effective pressure that gives the required μ. Ammonia at 400 K is just below its critical temperature and liquefies before this fugacity is reached. The third transition, and the fourth at 1.1 × 10⁸ Torr, therefore lie outside the range of this gas–surface model. At 400 K neither three-quarter nor full coverage is within reach of a reactor working at a few Torr.

To find a temperature window at fixed pressure, solve p(T) = 0.1 Torr for each slope. The prefactor (kT/λ³)q_rot scales as T⁴, so

d ln p/dT = (4kT − Δ − U)/(kT²),

where U is the mean energy of the six modes, including zero-point energy. Each mode contributes at most hν/2 + kT, so U − 4kT is at most the zero-point energy, about 0.115 eV, plus 2kT. This is far below −Δ for the first two transitions, and their pressures rise with temperature. The quarter-coverage window at 0.1 Torr runs from 347 to 457 K. Just below it the hull gives half coverage, and above it a clean surface.

**Thermal disorder**

The hull contains no configurational entropy. To measure what this omits, take an infinitely long strip of width L, periodic across its width. Let R(s) be the energy minus μ_s times the number of molecules for one row in state s, and I(s,s′) the interaction between adjacent rows. The matrix

M(s,s′) = exp{−[R(s)/2 + R(s′)/2 + I(s,s′)]/kT}

builds the partition function by repeated multiplication, because each row energy is shared equally between two factors. For a long strip the largest eigenvalue Λ dominates, and

θ = (kT/L) d ln Λ/dμ_s.

At 0.1 Torr and 400 K this gives θ = 0.256 for both L = 8 and L = 10. The hull's coverage is a good estimate here. For L = 8, the midpoint coverages 1/8 and 3/8 are reached at 1.5 × 10⁻³ and 4.6 Torr, against hull transitions at 2.7 × 10⁻³ and 2.9 Torr. Entropy moves these pressures by factors of 0.55 and 1.6. They mark points on a smooth isotherm, since a strip of finite width has no sharp transition at nonzero temperature. In a test on the same strip, the offsets in μ_s between midpoints and slopes halved, to within 10⁻⁴ eV, when the temperature was lowered from 40 to 20 K.

Agreement in coverage does not prove order. At 400 K and 0.1 Torr the model's layer has nearly quarter coverage, but alternate rows are almost equally filled, so the ordered pattern of the hull is absent. Exchanging full and empty sites changes the linear coefficient e0 − μ_s into −(e0 − μ_s) − 4V1 − 4V2. The two are equal at μ_s = e0 + 2V1 + 2V2 = −0.68 eV, the middle of the half-coverage window. There θ = 1/2 at every temperature by symmetry, ordered or not.

**How far the answer can be trusted**

Energy errors are amplified twice. Lowering ε(1/4) by 0.01 eV per site lowers the slope on its left by 0.01/0.25 = 0.04 eV and raises the one on its right by the same amount. Each pressure changes by a factor exp(0.04/kT) = 3.2 at 400 K, and the window widens. An error of the opposite sign could remove the vertex and promote some of the tied coverages.

The vibrational model also matters. Halving the three softest wavenumbers multiplies every transition pressure by 0.12, giving about 3.4 × 10⁻⁴ and 0.36 Torr for the first two. The point at 0.1 Torr remains inside the window. Replacing one 100 cm⁻¹ mode by free rotation about the molecular axis gives a factor of 0.71.

A longer-ranged repulsion is more serious. Suppose that pairs beyond the diagonal neighbours repel as V1/r³, with r in site spacings. At quarter coverage this adds 0.0847 eV per molecule in the square pattern and 0.0838 eV in the pattern with alternate occupied rows shifted. The chord from zero to the shifted pattern rises by 0.0838 eV, and its pressure by a factor of 11.

But that chord is no longer part of the hull. A square pattern at θ = 1/9 has all distances 3/2 times larger than the square pattern at 1/4, so its added energy is 0.0847 × (2/3)³ = 0.0251 eV per molecule. The slope from this structure to the shifted quarter-coverage pattern rises by

(0.0838/4 − 0.0251/9)/(1/4 − 1/9) = 0.131 eV.

The corresponding pressure is 2.7 × 10⁻³ exp(0.131/0.03447), or about 0.12 Torr. With this repulsion the dilute structure beats that quarter-coverage pattern at 0.1 Torr. It is not the final answer either, since a structure at θ = 1/6 with cell vectors (3,0) and (1,2) has a lower ω than both. The prediction thus depends on whether the supercells capture the longer-ranged forces, and dilute cells must be included when they do.

**Relation to a real process**

Ammonia can supply the nitrogen when nitride films are deposited. The binding energy near 1 eV is an assumed scale for intact ammonia held at a metal site through its lone pair, and a study of a particular surface must replace it with computed energies. The chosen pressure is in the range of vacuum deposition tools. In a process hotter than 457 K, this model's hull gives a clean surface at 0.1 Torr. Thermal disorder makes the real change gradual: the same model keeps a coverage of about 0.145 at 460 K and 0.035 at 520 K. Real surfaces may also split ammonia into fragments, which the model forbids. With a rate (kT/h)exp(−E_b/kT), a mean intact life of 1 s at 400 K requires a barrier E_b of 1.03 eV. If the barrier is lower, the intact phase is shorter-lived than a one-second dose, and structures containing fragments must enter the hull.

Equilibrium also needs time. The impact rate per site of area a² is pa²/√(2πmkT), which gives a mean interval of 2.6 × 10⁻⁵ s at 0.1 Torr. The supply of molecules is therefore fast compared with a one-second dose if the sticking probability is well above 3 × 10⁻⁵. This says nothing about how quickly adsorbed molecules find the ordered pattern. The remaining computed values are in the numerical output.

Table of computed values

```
E0, V1, V2 = -1.10, 0.15, 0.06 eV
temperature 400 K, kT = 0.03447 eV
process pressure 0.10 Torr, site spacing 0.30 nm
frustrated modes (cm^-1): 100 100 100 350 600 600
supercell shapes 127, configurations 170334
coverages sampled 47, on chords but not vertices 42
vertex coverage   0: energy 0.0000 eV/site
vertex coverage 1/4: energy -0.2750 eV/site
vertex coverage 1/2: energy -0.4900 eV/site
vertex coverage 3/4: energy -0.6150 eV/site
vertex coverage   1: energy -0.6800 eV/site
lowest patterns in 4x4 cell at 1/4, 1/2, 3/4: 12 2 12
RHF N-H length 0.10008 nm
molecular mass 17.031 u
rotational constants B, C = 10.262, 6.409 cm^-1
thermal wavelength 0.02115 nm
q_rot classical 105.425, level sum 106.207
adsorbate mode free energy -0.02907 eV
pressure prefactor at zero slope 1.9857e+11 Torr
0 -> 1/4: slope -1.100 eV, mu -1.1291 eV, p 2.745e-03 Torr
1/4 -> 1/2: slope -0.860 eV, mu -0.8891 eV, p 2.900e+00 Torr
1/2 -> 3/4: slope -0.500 eV, mu -0.5291 eV, p 9.958e+04 Torr
3/4 -> 1: slope -0.260 eV, mu -0.2891 eV, p 1.052e+08 Torr
350 K, first two pressures: 4.293e-05, 1.226e-01 Torr
450 K, first two pressures: 6.849e-02, 3.338e+01 Torr
1/4 hull window at process pressure: 347.2 to 456.7 K
cells up to 2 sites: false 0 -> 1/2 slope -0.980 eV, p 8.922e-02 Torr
process chemical potential less mode term -0.9761 eV
thermal coverage at process pressure, width 8: 0.2557
same, width 10: 0.2557
thermal coverage at mid-window of 1/4, 1/2, 3/4: 0.2527 0.5000 0.7473
thermal pressure for coverage 1/8: 1.511e-03 Torr
thermal pressure for coverage 3/8: 4.569e+00 Torr
pressure factor, three soft modes halved: 0.1235
pressure factor, free rotor for one torsion: 0.7106
dipole energy at 1/4, square: 0.0847 eV/molecule
dipole energy at 1/4, staggered: 0.0838 eV/molecule
pressure factor from staggered tail: 11.36
vertex error 0.01 eV/site: slope error 0.04 eV, p factor 3.19
gas volume per molecule at 1/2 -> 3/4: 0.416 nm^3
barrier for mean intact life of 1 s: 1.026 eV
mean time between impacts per site: 2.611e-05 s
```
